# A Stable Semi-Implicit Spectral Scheme for Cahn–Hilliard Separation of Copper–Cobalt

A mixed film of two metals that do not like each other separates over minutes, yet the obvious program for it can require steps of milliseconds. Forward Euler on a fine grid must follow the relaxation of the shortest ripple the grid can hold, although that ripple carries no useful physics. Treating only the stiff gradient term implicitly removes this limit but leaves another: at large steps the energy, which must fall, starts to rise. A run may then look like phase separation while violating the thermodynamics that drives it. The scheme below follows from these two failures.

## The model and its scales

Let $c$ be the cobalt atomic fraction in a copper–cobalt film. In the mean-field regular solution the mixing energy per atom is

$$e(c)=\Omega c(1-c)+k_BT[c\ln c+(1-c)\ln(1-c)].$$

It is symmetric about $c=1/2$, so the coexisting compositions $c_b$ and $1-c_b$ satisfy $e'(c_b)=0$:

$$\Omega(1-2c_b)+k_BT\ln\frac{c_b}{1-c_b}=0 .$$

The gradient energy follows from counting bonds. A bond of strength $v$ between sites $i,j$ contributes

$$v[c_i(1-c_j)+c_j(1-c_i)]=v[c_i(1-c_i)+c_j(1-c_j)+(c_i-c_j)^2].$$

Each site has $z=12$ neighbours, so the local terms give $\Omega=zv$. There are $z/2$ bonds per atom, and for slow variation the average of $(\mathbf r\cdot\nabla c)^2$ over the neighbour directions is $r_0^2|\nabla c|^2/3$, with $r_0$ the neighbour distance. The last term is therefore $\Omega r_0^2|\nabla c|^2/6$ per atom. Writing it as $(\kappa_c/2)|\nabla c|^2$ per volume, with atomic volume $v_a$, gives $\kappa_c=\Omega r_0^2/(3v_a)$.

Define $\phi$ by $c=\tfrac12+\tfrac12\Delta c\,\phi$ with $\Delta c=1-2c_b$, so that $\phi=\pm1$ are the coexisting phases. I replace the regular-solution well by a quartic with the same minima and barrier:

$$F=\int\Big[f(\phi)+\frac K2|\nabla\phi|^2\Big]dV,\qquad f=W(1-\phi^2)^2,$$

$$W=\frac{e(1/2)-e(c_b)}{v_a},\qquad K=\kappa_c\Big(\frac{\Delta c}{2}\Big)^2 .$$

The derivatives needed below are $f'=4W(\phi^3-\phi)$ and $f''=4W(3\phi^2-1)$. Composition moves down the gradient of its potential:

$$\frac{\partial\phi}{\partial t}=M\nabla^2\mu,\qquad \mu=f'(\phi)-K\nabla^2\phi .$$

The mobility $M$ is constant and the box periodic. If $c$ has mobility $M_c$, the chain rule $\delta F/\delta\phi=(\Delta c/2)\,\delta F/\delta c$ gives $M=M_c(2/\Delta c)^2$. For equal tracer diffusivities $D^*$, $M_c=D^*c(1-c)v_a/k_BT$; I fix it at its value for $c=1/2$, namely $D^*v_a/(4k_BT)$.

The example is a co-deposited film at 400 °C. Its rough inputs are $\Omega=0.25$ eV per atom, lattice constant 0.36 nm and $D^*=10^{-3}$ nm²/s. With $k_BT=0.0580$ eV, a root search gives $c_b=0.0151$. Then $v_a=0.36^3/4=0.01166$ nm³ and

- $\kappa_c=0.463$ eV/nm and $K=0.463(0.970/2)^2=0.109$ eV/nm;
- $W=1.98$ eV/nm³;
- $M=2.14\times10^{-4}$ nm⁵/(eV s).

## First failure: everything explicit

Perturb a pure phase, $\phi=1+\epsilon\cos kx$. There $f''=8W$, and one forward Euler step of length $\Delta t$ multiplies $\epsilon$ by

$$g=1-M\Delta t\,k^2(8W+Kk^2).$$

The true perturbation decays, so we need $g>-1$, or $M\Delta t\,k^2(8W+Kk^2)<2$. With grid spacing $h$ in two dimensions the largest $k^2$ is $2(\pi/h)^2$. For $h=0.0781$ nm this is about 3230 nm⁻², and the bracket is $15.9+352\approx368$ eV/nm³. Hence $\Delta t<2/(2.14\times10^{-4}\cdot3230\cdot368)\approx0.008$ s. A 30 minute anneal would take more than 200,000 steps. The gradient term dominates the bracket, and at fixed material parameters the limit shrinks as $h^4$ once it does.

## Second failure: only the gradient implicit

In Fourier space $\nabla^2$ becomes $-k^2$, so evaluating the gradient term at the new time costs only a division. In the same pure phase,

$$g=\frac{1-8MW\Delta t\,k^2}{1+MK\Delta t\,k^4}.$$

Now $g>-1$ requires $8MW\Delta t\,k^2-1<1+MK\Delta t\,k^4$, that is

$$M\Delta t\,k^2(8W-Kk^2)<2 .$$

The left side is largest at $k^2=4W/K$, where it equals $16MW^2\Delta t/K$. All waves are therefore damped if

$$\Delta t<\frac{K}{8MW^2}=16.2\ \text{s}.$$

The grid spacing has disappeared, but a limit remains, set by the explicit well. Integrating a small ripple close to the most dangerous wavelength gives amplitude factors per step of magnitude 0.961 at 0.95 of the limit and 1.065 at 1.10 of it.

The nonlinear run fails too. Starting from small noise on a 5 nm square of $64^2$ points, with $\Delta t=50$ s, the energy first rises at step 24.

## The stabilised scheme

The explicit well needs an implicit counterweight that vanishes when nothing changes. Add $S(\phi^{n+1}-\phi^n)$ to the potential:

$$\frac{\phi^{n+1}-\phi^n}{\Delta t}=M\nabla^2\left[f'(\phi^n)+S(\phi^{n+1}-\phi^n)-K\nabla^2\phi^{n+1}\right].$$

Transform, collect the new field on the left, and divide:

$$\hat\phi^{n+1}_{\mathbf k}=\frac{(1+M\Delta t\,Sk^2)\hat\phi^n_{\mathbf k}-M\Delta t\,k^2\,\widehat{f'(\phi^n)}_{\mathbf k}}{1+M\Delta t(Sk^2+Kk^4)} .$$

Each step evaluates $f'$ pointwise, transforms it, applies this formula, and transforms back. No equation has to be solved iteratively.

Conservation is the row $\mathbf k=0$: it reads $\hat\phi^{n+1}_0=\hat\phi^n_0$, for any $\Delta t$ and $S$. A stationary state has $\phi^{n+1}=\phi^n$, so the $S$ term drops out and $\nabla^2\mu=0$ remains. Stabilisation therefore changes the path but not the equation for the end state.

How large must $S$ be? In a pure phase,

$$g=\frac{1+M\Delta t\,k^2(S-8W)}{1+M\Delta t(Sk^2+Kk^4)},$$

and $g>-1$ becomes $2+M\Delta t\,k^2(2S-8W+Kk^2)>0$. This holds for every step and wave if $S\ge4W$. If $S<4W$, a sufficiently long wave in a sufficiently large box violates it at large $\Delta t$. For a wave of length $32\ell$, where $\ell=\sqrt{K/2W}=0.166$ nm, and a deliberately huge step of about 8100 s, the computed factor has magnitude 1.46 for $S=3W$ and 0.53 for $S=5W$.

## Why the energy falls

Linear damping in a pure phase says nothing about a developing pattern. For that we need an energy balance on the grid itself.

Let $\langle\cdot\rangle$ be the average over grid points and $\Lambda$ the grid operator that multiplies each Fourier coefficient by $-k^2$. By Parseval's identity $\Lambda$ is symmetric, and $-\langle u\Lambda u\rangle$ defines $\|\nabla u\|^2\ge0$. Likewise $\|u\|^2=\langle u^2\rangle$. The discrete energy density is $E=\langle f(\phi)\rangle+\tfrac K2\|\nabla\phi\|^2$.

With $\delta=\phi^{n+1}-\phi^n$ the scheme reads

$$\delta=M\Delta t\,\Lambda\mu^*,\qquad \mu^*=f'(\phi^n)+S\delta-K\Lambda\phi^{n+1}.$$

Multiply the first equation by $\mu^*$ and average:

$$\langle\mu^*\delta\rangle=-M\Delta t\,\|\nabla\mu^*\|^2 .$$

Now expand the left side term by term. Since $f$ is quartic, its Taylor series ends:

$$f(\phi^{n+1})-f(\phi^n)=f'(\phi^n)\delta+r,$$

$$r=W\delta^2[2(3(\phi^n)^2-1)+4\phi^n\delta+\delta^2].$$

The three terms of $r$ are $f''\delta^2/2$, $f'''\delta^3/6$ and $f''''\delta^4/24$, with $f'''=24W\phi$ and $f''''=24W$. Thus $\langle f'(\phi^n)\delta\rangle$ is the change of $\langle f\rangle$ minus $\langle r\rangle$. The second term gives $S\|\delta\|^2$. For the third, use $2a(a-b)=a^2-b^2+(a-b)^2$ mode by mode:

$$-K\langle\delta\Lambda\phi^{n+1}\rangle=\frac K2\left(\|\nabla\phi^{n+1}\|^2-\|\nabla\phi^n\|^2+\|\nabla\delta\|^2\right).$$

Adding the pieces and solving for the energy change,

$$E^{n+1}-E^n=-M\Delta t\|\nabla\mu^*\|^2-S\|\delta\|^2+\langle r\rangle-\frac K2\|\nabla\delta\|^2 .$$

Only $\langle r\rangle$ can be positive. By Taylor's theorem $r=\tfrac12f''(\xi)\delta^2$ with $\xi$ between the old and new values at that point. If $L$ is the largest $f''$ met there, $\langle r\rangle\le\tfrac L2\|\delta\|^2$, and the energy cannot rise when $S\ge L/2$.

I take $S=6W$. The condition $f''\le12W$ means $3\phi^2-1\le3$, or $|\phi|\le\sqrt{4/3}=1.155$. If two successive fields obey this bound, so do all values between them. The guarantee is thus independent of $\Delta t$ but conditional on an amplitude that the run itself reveals.

Repeating the 50 s steps from the same noise with $S=6W$ gives no energy rise in 200 steps. For the step after the first 20, both sides of the balance, evaluated separately, are $-0.03837$ eV/nm³.

## Stable is not accurate

Linearise about a uniform mixture $\phi_0$. The exact growth rate of a wave is

$$\lambda(k)=-Mk^2[4W(3\phi_0^2-1)+Kk^2].$$

It is positive for long waves when $\phi_0^2<1/3$. Setting $d\lambda/d(k^2)=0$ gives $k^2=2W(1-3\phi_0^2)/K=(1-3\phi_0^2)/\ell^2$ for the fastest wave. In the scheme, the numerator minus the denominator of the growth factor is $-M\Delta t\,k^2(f''+Kk^2)=\lambda\Delta t$, so

$$g=1+\frac{\lambda\Delta t}{1+M\Delta t(Sk^2+Kk^4)} .$$

The denominator is the price of stability: it slows growth.

For a cobalt fraction of 0.40, $\phi_0=-0.10\cdot2/0.970=-0.206$. The fastest wavelength is 1.11 nm and its rate 0.0235 s⁻¹. At $\Delta t=0.5$ s the denominator is 1.052, and the rate $\ln g/\Delta t$ is 0.0222 s⁻¹, 5% below the exact value. At 50 s the denominator is 6.2, $g=1+1.17/6.2=1.19$, and the rate is about 0.0035 s⁻¹, nearly seven times too small. The energy still decays there, but the clock is wrong.

The nonlinear error is also first order. I followed a one-dimensional wave of this wavelength, initial amplitude 0.1 in $\phi$, for 100 s on 64 points spanning four wavelengths. The reference used the same spatial grid and an adaptive backward-differentiation integrator. The largest error in $\phi$ was 0.0177 for $\Delta t=0.25$ s and 0.0088 for 0.125 s, a ratio of 2.01.

## How fine a grid the interface needs

A flat interface between the phases has $\mu=0$, so $K\phi''=4W(\phi^3-\phi)$. Multiplying by $\phi'$ and integrating from a bulk phase, where $\phi'=0$ and $f=0$, gives

$$\frac K2\phi'^2=W(1-\phi^2)^2 .$$

The rising root is $\phi'=(1-\phi^2)/\ell$, with solution $\phi=\tanh(x/\ell)$. Its 10–90% width is $2\ell\,\mathrm{artanh}(0.8)=0.364$ nm. The well and gradient energies are equal at each point, so the interface energy is

$$\sigma=\int K\phi'^2dx=\frac K\ell\int_{-1}^{1}(1-\phi^2)d\phi=\frac{4K}{3\ell}=\frac43\sqrt{2KW},$$

or 0.876 eV/nm² = 0.140 J/m².

To measure the numerical width, I relaxed a square wave in a periodic box of length $32\ell$ and took $\ell_h=1/|\phi'|$ at the interface centre, which lay on a grid point. The slope came from the Fourier series. Errors are relative to $\ell$.

| points | $h$ (nm) | $\ell_h$ (nm) | error |
|---:|---:|---:|---:|
| 16 | 0.331 | 0.2741 | 65% |
| 32 | 0.166 | 0.2019 | 22% |
| 48 | 0.110 | 0.1674 | 1.0% |
| 64 | 0.083 | 0.1659 | 0.1% |
| 96 | 0.055 | 0.1657 | $1\times10^{-5}$ |
| 128 | 0.041 | 0.1657 | $9\times10^{-8}$ |

The rate can be estimated from the profile. The poles of $\tanh(x/\ell)$ nearest the real axis are at $x=\pm i\pi\ell/2$. Shifting the Fourier integral towards them shows that the coefficients fall as $e^{-\pi k\ell/2}$, apart from powers of $k$. The grid cuts off at $k=\pi/h$, which suggests an error near $e^{-\pi^2\ell/2h}$. From 64 to 128 points, $h$ goes from $\ell/2$ to $\ell/4$, and the logarithm of the error should fall by $\pi^2=9.87$; it falls by 9.32. The estimate does not fix powers of $h$. In practice, $h\approx\ell/2$ gives the width to about 0.1% for this flat, centred interface, while $h=\ell$ is too coarse.

## A 30 minute anneal

The production run used a 10 nm square, $128^2$ points, $\Delta t=0.5$ s and 3600 steps. The start was the 0.40 mixture with Gaussian noise of standard deviation 0.02 in $\phi$. The feature wavelength is $2\pi$ divided by the mean wavenumber, weighted by spectral power.

| time (s) | energy (eV/nm³) | wavelength (nm) | range of $\phi$ |
|---:|---:|---:|---:|
| 150 | 1.811 | 1.13 | −0.39 to 0.04 |
| 300 | 1.506 | 1.15 | −0.92 to 0.96 |
| 600 | 1.283 | 1.34 | −0.99 to 1.02 |
| 1800 | 0.915 | 1.84 | −1.00 to 1.04 |

At 150 s the film is still a weak composition wave, close to the fastest linear wavelength. This delay reflects the weak starting noise, whose waves have a typical amplitude of only $0.02/128=0.00016$ in $\phi$. A random alloy film 1 nm thick has $N\approx8600$ atoms in the same square, and its waves have amplitude $(2/\Delta c)\sqrt{c(1-c)/N}\approx0.011$. Starting about 70 times stronger, it would skip most of the delay (a film this thick would also separate through its depth, as discussed below). In the run, the extremes of $\phi$ approach $\pm1$ by 300 s, but less than a tenth of the area then has $|\phi|>0.8$. Afterwards the pattern sharpens and coarsens; at 1800 s that share is about 0.6, with domains only a few interface widths across. The time-step error in the listed energies is about 1%. The energy fell at every step. The mean cobalt fraction drifted by about $10^{-17}$, which is rounding. The largest $|\phi|$ was 1.035, below 1.155, so the energy guarantee applied throughout. That value does correspond to a cobalt fraction of 1.002, which is impossible: the quartic, unlike the logarithms it replaces, does not confine $c$ to between 0 and 1.

For large domains, mass balance between $\phi=\pm1$ gives a cobalt-rich area fraction $(1+\phi_0)/2=0.397$. The run ends with 0.371. Curvature can explain part of this. A disc of radius $R$ at uniform potential $\mu$ balances the interface pressure $\sigma/R$ against $2\mu$, so both phases shift by $\mu/8W=\sigma/(16WR)$. A common shift $s$ lowers the fraction by $s/2$. The largest $\phi$ gives $s=0.035$, which would account for 0.018 of the missing 0.026. This is only a rough estimate, because the film is not yet at uniform potential: the lowest $\phi$ is −0.997, where a common shift would give −0.965. I have not tested what supplies the rest; interfaces that are not thin compared with the domains are one candidate.

## What this says about a real film

Cobalt serves as a thin liner on copper interconnects, and 400 °C is a typical process temperature. A liner deposited as a separate layer is already unmixed; the example concerns a co-deposited or intermixed region. All times scale as $1/D^*$, and $D^*$ is the least certain input. Real films have grain boundaries, which offer faster paths that the model omits, so its minutes are not a prediction.

Other omissions can be sized for these parameters:

- **Quartic well.** Integrating $\sqrt{2\kappa_c[e(c)-e(c_b)]/v_a}$ over composition gives the continuum regular-solution interface energy, 0.956 eV/nm²; the quartic is 8% lower. At $c=1/2$ the quartic's unstable curvature is 1.47 times too large. At $c=0.40$ the same comparison gives 1.33, and since the maximum $\lambda$ varies as curvature squared at fixed $K$ and $M$, early growth is about 1.8 times too fast. At the coexisting compositions the quartic's curvature is instead 4.3 times too small, so small composition shifts caused by curved interfaces come out too large by roughly that factor.
- **Atomic planes.** The (111) spacing, 0.208 nm, exceeds $\ell$, so the continuum is marginal. A mean-field calculation with discrete (111) planes and the interface midway between two of them gives 0.876 eV/nm². Its agreement with the quartic is a cancellation of two errors. At 0.9 of the critical temperature, where interfaces are wide, planes and continuum regular solution agree within 1%.
- **Mobility.** Because $M_c\propto c(1-c)$, it falls to $4c_b(1-c_b)=0.059$ of its mid-composition value in the pure phases. Where coarsening is limited by transport through them, the constant-$M$ model is too fast by roughly 17 times. This factor depends steeply on $\Omega$: at 0.35 eV, $c_b$ is 0.0025 and the factor about 100. The measured solubility of cobalt in copper at 400 °C is well below the model's 1.5%, so 17 is a low figure for the real alloy. A single $D^*$ also ignores that diffusion in cobalt is much slower than in copper at this temperature.
- **Thickness.** The two-dimensional run assumes that composition is uniform through the film. With no flux through the faces, the longest wave across a thickness $H$ has $k=\pi/H$. It grows if $k^2<2(1-3\phi_0^2)/\ell^2$, that is, if $H>0.39$ nm, about two atomic planes. A thicker film also separates through its depth and needs a three-dimensional run.
- **Coherency strain.** With a 2% lattice misfit and a biaxial stiffness of 200 GPa, both rough, the elastic energy (misfit² × stiffness × $(\Delta c/2)^2$) is 6% of $W$.
- **Thermal noise.** The ratio of $k_BT$ to $\sigma$ times the squared fastest wavelength is 0.05. This suggests, but does not prove, that noise during the anneal matters mainly while the pattern is still weak.

The mobility error affects the late times most, and the well shape the early ones. Neither alters the conservation or energy argument, which concerns the equation as posed. A composition-dependent mobility needs a modified scheme. The update can stay diagonal in Fourier space if the variable-mobility flux is evaluated explicitly and only the constant-$M$ stabilising and gradient terms are implicit, but the energy proof above does not carry over as it stands.
